Average Positron Lifetime in the Two-State Vacancy Trapping Model, part 2

A thermalized positron in a crystal annihilates in the lattice or is first captured by a vacancy. The problem is how its average lifetime τ_av depends on the competing rates, and how far the vacancy concentration c can be read from it. Rates are mostly in 1/ns, lifetimes in ps.

Free positrons annihilate at the rate λ_b = 1/τ_b, captured ones at λ_v = 1/τ_v. The trapping rate is κ = μ c/N, with trapping coefficient μ and atomic density N. Part (a) assumes that all positrons start free, vacancies are of one kind and uniformly spread, rates are constant, captured positrons stay until they annihilate, and positrons are present one at a time. The probabilities n_b (alive and free) and n_v (alive in a vacancy) then obey

dn_b/dt = −(λ_b + κ) n_b

dn_v/dt = κ n_b − λ_v n_v

Part (d) integrated these from 0 to ∞. With B and V the time integrals of n_b and n_v,

−1 = −(λ_b + κ) B

0 = κ B − λ_v V

and the sum B + V is

τ_av = (1 + κ/λ_v)/(λ_b + κ)

With the captured fraction η = κ/(λ_b + κ), part (e) gave

τ_av = (1 − η)τ_b + ητ_v

The two-state inversion of part (g) is

κ = λ_b (τ_av − τ_b)/(τ_v − τ_av), c = Nκ/μ

The spectrum has components τ₁ = 1/(λ_b + κ) and τ₂ = τ_v, with intensities I₁ and I₂.

The example has τ_b = 280 ps, τ_v = 320 ps, μ = 10¹⁵ 1/s at 300 K, N = 3·10²² cm⁻³ and c = 10¹⁷ cm⁻³. This gave λ_b = 3.571 1/ns, λ_v = 3.125 1/ns, κ = 3.333 1/ns, η = 0.483 and τ_av = 299.3 ps. The useful window runs from 2.7·10¹⁵ to 4.2·10¹⁸ cm⁻³.

**(h) Let a captured positron escape back into the lattice at the rate δ. How does τ_av change, and how strongly must a vacancy bind the positron for this to be negligible at 300 K?**

Solution. Escape adds δn_v to the free population and removes it from the vacancy population. Integrating the rate equations over all time, as in part (d), gives

1 = (λ_b + κ) B − δV

κB = (λ_v + δ) V

Insert V = κB/(λ_v + δ) into the first equation. The two terms with κ combine:

κ − δκ/(λ_v + δ) = κλ_v/(λ_v + δ)

Call this κ′. It is the capture rate multiplied by the probability that a captured positron annihilates before it escapes. Then B = 1/(λ_b + κ′) and V = κ′B/λ_v, so that

τ_av = (1 + κ′/λ_v)/(λ_b + κ′)

The form is unchanged, with κ′ in place of κ. The average lifetime alone cannot tell slow capture from capture followed by escape.

The rate δ follows from thermal equilibrium. Imagine annihilation switched off, and a single positron in a volume Ω with cΩ vacancies, each with one bound level at energy −E relative to a free positron at rest. The sum of Boltzmann factors over free states is, for positron mass m,

Ω ∫ d³q/(2π)³ e^{−ħ²q²/(2m k_BT)} = Ω N_Q

N_Q = [m k_BT/(2πħ²)]^{3/2}

since the Gaussian integral equals (2πm k_BT/ħ²)^{3/2}. The sum over bound states is cΩ e^{E/k_BT}. The two spin states multiply both sums and cancel in their ratio:

n_v/n_b = c e^{E/k_BT}/N_Q

In equilibrium, captures and escapes balance, κn_b = δn_v. Define the volume capture coefficient w = μ/N, so that κ = wc. Then

δ = κ n_b/n_v = w N_Q e^{−E/k_BT}

The concentration has dropped out, as it must for an escape from a single vacancy.

With the free electron mass, N_Q = 1.255·10¹⁹ cm⁻³ at 300 K, and wN_Q = 10⁶ × 1.255·10¹⁹/(3·10²²) = 418 1/ns. For an assumed binding energy of 0.5 eV the escape rate is 1.7·10⁻⁶ 1/ns, about two million times smaller than λ_v. For δ to be 1 % of λ_v, the binding energy must be

E = k_BT ln[wN_Q/(0.01 λ_v)] = 0.02585 × ln(418/0.03125) = 0.25 eV

With this or stronger binding, κ′ differs from κ by at most 1 % at 300 K. The threshold applies to the stated μ and mass.

**(i) Suppose the crystal also contains negative ions with concentration 10¹⁷ cm⁻³. They bind positrons weakly and leave them the bulk lifetime. What vacancy concentration would the two-state formula report at 300 K and at 77 K?**

Solution. Let κ_s be the capture rate of the ions, δ_s the escape rate from an ion, and S the time integral of the population held at ions. Integrating the three rate equations gives

1 = (λ_b + κ + κ_s) B − δ_s S

κB = λ_v V

κ_s B = (λ_b + δ_s) S

The fraction annihilating in vacancies is η′ = λ_vV = κB. The rest annihilates at the rate λ_b, free or at an ion, so 1 − η′ = λ_b(B + S). Hence

τ_av = B + S + V = (1 − η′)τ_b + η′τ_v

The two-state inversion then yields an apparent trapping rate

κ_app = λ_b η′/(1 − η′) = κB/(B + S) = κ/[1 + κ_s/(λ_b + δ_s)]

While a positron sits at an ion it cannot find a vacancy. Annihilation at an ion proceeds at the bulk rate, so the ions lower the vacancy signal in the average lifetime. In the full spectrum at low temperature they can add a component close to τ_b.

The binding energy to an ion of charge −e is estimated with a hydrogen atom in a medium of relative permittivity ε. The hydrogen binding energy of 13.6 eV is proportional to the fourth power of the charge, that is, to the square of the interaction strength. Screening divides the interaction by ε, and for InSb ε is roughly 17:

E_s = 13.6/17² = 0.047 eV

Only the ground level is counted, and the positron mass is taken as the free electron mass. At 300 K the binding energy is less than twice k_BT and excited levels matter too, so the small effect of the ions found below for 300 K is only an order of magnitude.

The trapping coefficient also depends on temperature, because a negative defect draws positron density towards itself. Assume that capture takes place within a small core and is proportional to the density there. For a positron of energy ε_k and wave number q, with ρ = qr and ν = (E_s/ε_k)^{1/2}, the s-wave u(ρ) obeys

u″ + (1 + 2ν/ρ) u = 0

Put u = ρ e^{−iρ} f(z) with z = 2iρ. Substitution gives Kummer's equation,

z f″ + (2 − z) f′ − (1 + iν) f = 0

whose regular solution is f = M(1 + iν, 2, z), with f(0) = 1. For large |z| on the imaginary axis, Kummer's function has the asymptotic form

M(1 + iν, 2, z) → e^z z^{−1+iν}/Γ(1 + iν) + (−z)^{−1−iν}/Γ(1 − iν)

With z = 2iρ, each power of z has the magnitude e^{−πν/2}/(2ρ), because |i^{iν}| = e^{−πν/2}. After multiplication by ρ e^{−iρ}, u is a sum of two complex conjugate waves, each of magnitude e^{−πν/2}/(2|Γ(1 + iν)|). The amplitude of u is therefore A = e^{−πν/2}/|Γ(1 + iν)|. A free wave with the same slope at the origin, sin ρ, has amplitude 1. For equal density far away, the density at the defect is thus enhanced by 1/A². With |Γ(1 + iν)|² = πν/sinh(πν),

1/A² = πν e^{πν}/sinh(πν) = 2πν/(1 − e^{−2πν})

At ε_k = k_BT and 300 K, 2πν is about 8.5, so the exponential is negligible and the enhancement varies as ε_k^{−1/2}. Its thermal mean then varies nearly as T^{−1/2}, which would give a gain of (300/77)^{1/2} = 1.974 on cooling to 77 K. The full thermal average gives 1.971. The same gain is applied to vacancies and ions, and both are given the same coefficient μ, so κ_s = κ here. The concentrations, ε, τ_b and τ_v are held fixed on cooling.

At 300 K the ion escape rate is 418 × e^{−0.0471/0.02585} = 67.7 1/ns. A positron leaves an ion much faster than it annihilates, and

κ_app = 3.333/[1 + 3.333/(3.571 + 67.7)] = 3.18 1/ns

The apparent concentration is 9.6·10¹⁶ cm⁻³, and τ_av falls from 299.3 to 298.9 ps.

At 77 K the capture rates rise to 1.971 × 3.333 = 6.57 1/ns, while the escape rate drops to 0.089 1/ns. Most positrons caught by an ion now annihilate there:

κ_app = 6.57/[1 + 6.57/(3.571 + 0.089)] = 2.35 1/ns

Even with the correct μ for 77 K, the apparent concentration is 3.6·10¹⁶ cm⁻³, about a third of the true one. Without ions the model gives 305.9 ps at 77 K, and with them 295.9 ps. On cooling, τ_av would rise by 6.6 ps without ions and falls by 3.0 ps with them. In this model, a fall on cooling at fixed vacancy concentration and charge state is thus a sign of shallow traps. The converse does not hold. With these ions τ_av first rises by about 0.7 ps between 300 and 200 K, and with fewer than about 6·10¹⁶ ions per cm³ it is higher at 77 K than at 300 K. In a real crystal a change of the vacancy charge state with temperature can also lower τ_av. The Coulomb field was taken as unscreened by free carriers. Debye screening by 2·10¹⁷ carriers per cm³ would raise the escape rate at 77 K to about 0.7 1/ns and reduce the fall to about 2 ps.

**(j) Estimate the effects of slow diffusion to the vacancies and of capture before thermalization.**

Solution. Capture at a vacancy depletes the positron density around it. Let p(r) be this density, R the capture radius and D the diffusion coefficient. If w is the local capture coefficient, the vacancy absorbs wp(R) per unit time. In steady flow, with annihilation on the way neglected, the same current crosses every sphere around the vacancy:

4πr²D dp/dr = w p(R)

Dividing by 4πr²D and integrating from R to infinity gives

p(∞) = p(R) [1 + w/(4πDR)]

Referred to the density far away, the capture coefficient is therefore w/[1 + w/(4πDR)]. With the rough values D = 1 cm²/s and R = 0.3 nm, the factor is 0.919, and τ_av falls by 0.8 ps. Coulomb attraction during the diffusion is left out. For a singly charged negative vacancy it helps to draw positrons in from a few nanometres. If it is added to the flow equation, and w is kept as the capture coefficient that would hold for very fast diffusion, the shift is only about 0.1 ps. The diffusion equation is itself only rough this close to the vacancy, because the assumed D implies a mean free path of 2 to 3 nm, which is longer than R. If μ has been calibrated on samples where the same steady flow holds, the reduction is already contained in it and must not be applied again.

For early capture, suppose that slowing down takes roughly 3 ps and that capture during it proceeds at the thermal rate. A fraction f = 1 − e^{−3.333 × 0.003} = 0.010 then starts in a vacancy and has the mean lifetime τ_v. The mean remaining life, counted from thermalization, becomes (1 − f)τ_av + fτ_v, which is a shift of

f(τ_v − τ_av) = 0.010 × 20.7 = 0.2 ps

A measurement, however, counts from implantation, and annihilation at the rate λ_b also runs during slowing down. If capture proceeds at the thermal rate from the start, the equations of part (a) hold from implantation on, and the measured τ_av is not shifted at all. If no capture takes place during the 3 ps, only the survivors can be captured. Then η is multiplied by e^{−3.571 × 0.003}, and τ_av = (1 − η)τ_b + ητ_v changes by −0.0107 × 0.483 × 40 = −0.2 ps. The measured shift is thus proportional to the difference between the early and the thermal capture rate, as long as f stays small.

**(k) How do the parameters and the result stand beside a real crystal?**

Solution. Lifetimes of roughly 280 and 320 ps are reasonable for bulk InSb and a single vacancy in it, and 10¹⁵ 1/s is a usual order of magnitude for negative vacancies in semiconductors at room temperature. None of these is a precise measured value. The concentration was chosen near the middle of the useful window on a logarithmic scale and does not describe a particular sample. One assumption that can fail in a real crystal is that there is one kind of trap, since compensated material can contain negative ions as well. For the numbers used here, they move τ_av by 0.5 ps at 300 K (ground level only; about 1.4 ps if the levels up to n = 3 are counted) and by about 10 ps at 77 K, against 0.8 ps from diffusion without Coulomb attraction, about 0.1 ps with it, and a few tenths of a picosecond, of either sign, from a capture rate during slowing down that differs from the thermal one. A concentration taken from one average lifetime is therefore safer at a temperature where the escape rate from the ions is much larger than their capture rate, provided that the vacancies still hold them and μ is known there. The two-state equations apply to vacancies in any crystal that meets the assumptions of part (a), with the lifetimes and trapping coefficient of that crystal. The inputs and main results of the example are listed in the numerical output.

Computed results

```
INPUTS (rough, regime of InSb)
bulk lifetime: 280 ps
vacancy lifetime: 320 ps
trapping coefficient at 300 K: 1.0e+15 1/s
atomic density: 3.0e+22 cm^-3
vacancy concentration (chosen): 1.0e+17 cm^-3
relative permittivity: 17
TWO-STATE MODEL
bulk annihilation rate: 3.5714 1/ns
vacancy annihilation rate: 3.1250 1/ns
trapping rate: 3.3333 1/ns
short component tau_1: 144.83 ps
intensity I_1: 0.1181
intensity I_2: 0.8819
trapped fraction: 0.4828
average lifetime: 299.31 ps
random histories, mean: 299.12 ps
random histories, std error: 0.31 ps
INVERSION
slope d tau_av/d kappa: 2.996 ps per (1/ns)
concentration from tau_av: 1.000e+17 cm^-3
same, tau_av 1 ps lower: 9.045e+16 cm^-3
same, tau_av 1 ps higher: 1.105e+17 cm^-3
conc. 1 ps above bulk: 2.75e+15 cm^-3
conc. 1 ps below saturation: 4.18e+18 cm^-3
NEGLECTED EFFECTS
free-state density, 300 K: 1.255e+19 cm^-3
assumed vacancy binding: 0.5 eV
vacancy escape rate, 300 K: 1.67e-06 1/ns
binding for escape = 1% of lam_v: 0.246 eV
positron binding to negative ion: 0.0471 eV
capture gain, 300 K to 77 K: 1.971
assumed ion concentration: 1.0e+17 cm^-3
300 K: ion escape rate: 67.7 1/ns
300 K: tau_av without ions: 299.31 ps
300 K: tau_av with ions: 298.85 ps
300 K: apparent vacancy conc.: 9.55e+16 cm^-3
77 K: ion escape rate: 0.0889 1/ns
77 K: tau_av without ions: 305.91 ps
77 K: tau_av with ions: 295.88 ps
77 K: apparent vacancy conc.: 3.58e+16 cm^-3
diffusion coefficient (rough): 1.0 cm^2/s
capture radius (rough): 0.3 nm
capture reduced by diffusion to: 0.9188
diffusion shift of tau_av: -0.84 ps
thermalization time (rough): 3 ps
fraction captured early: 0.0100
early-capture shift of tau_av: 0.21 ps
```
